**Karplus-Fraenkel ¹³C couplings: spin polarization, signs and sum rule**

The program examines a_i = (S_C + n_H Q_CH + n_C Q_CC) ρ_i + Q_C'C Σ_j ρ_j, which becomes 35.6 ρ_i − 13.9 Σ_j ρ_j gauss for a carbon bonded to one hydrogen and two carbons. Here ρ_i is the π spin population of carbon i, j runs over its bonded carbons, n_H and n_C count its bonded hydrogens and carbons, S_C describes core polarization, and the Q constants describe bond polarization. The four constants are standard parameters used as inputs; the program does not derive them. Full configuration interaction on a model allyl system is asserted to match the first-order bond-polarization formulas within 1%, including a site with negative π spin. Radial quadrature with Slater-type orbitals confirms the negative sign of the core term. B3LYP/6-31G** calculations on methyl, ethyl and allyl are asserted to give the expected signs, with agreement within 7 G for the ethyl methyl carbon and within 10 G for allyl. For the Hückel anions from naphthalene to pentacene, the program asserts the sum rule and the condition for a negative coupling. The output shows 32 of 64 couplings negative and 36 of 64 below 3 G in magnitude.

## Numerical check

```python
"""
Result under test: the isotropic 13C coupling of carbon i in a planar pi radical,
  a_i = (S_C + nH*Q_CH + nC*Q_CC)*rho_i + Q_NB*sum(rho_j, j = bonded carbons),
which is 35.6*rho_i - 13.9*sum(rho_j) gauss for a carbon with one H and two C.
rho   : pi spin populations (sum 1, may be negative)
S_C   : polarization of the carbon 1s shell by the carbon's own pi spin
Q_CH, Q_CC : polarization of a C-H or C-C bond by the carbon's own pi spin
Q_NB  : polarization of a C-C bond by the pi spin of the neighbour
The four constants are the standard Karplus-Fraenkel parameters (inputs).
The form is tested by full CI, the core sign by quadrature, and signs and
rough sizes by Kohn-Sham calculations on methyl, ethyl and allyl.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from pyscf import gto, dft
from pyscf.fci import direct_spin1

S_C, Q_CH, Q_CC, Q_NB = -12.7, 19.5, 14.4, -13.9   # gauss


def karplus_fraenkel(adjacency, rho):
    """Own-spin and neighbour-spin parts of the couplings, in gauss."""
    n_carbon = adjacency.sum(axis=1)
    own = (S_C + (3 - n_carbon) * Q_CH + n_carbon * Q_CC) * rho
    return own, Q_NB * (adjacency @ rho)


coef_chc2 = S_C + Q_CH + 2 * Q_CC
coef_cc3 = S_C + 3 * Q_CC
assert abs(coef_chc2 - 35.6) < 1e-10
print(f"Inputs S_C, Q_CH, Q_CC, Q_NB: {S_C}, {Q_CH}, {Q_CC}, {Q_NB} G")
print(f"Own-spin coefficient, CHC2 site: {coef_chc2:.1f} G")
print(f"Own-spin coefficient, CC3 site: {coef_cc3:.1f} G")

# ---- Full CI: allyl pi electrons plus one C1-C2 bond and one C2-H bond ----
# orbitals: p1 p2 p3 | hybrid on C1, hybrid on C2 | second hybrid on C2, H 1s
hop_pi, repulsion, hop_cc, hop_ch = -2.5, 5.0, -6.0, -7.0   # eV
k_same, k_next, k_hyd = 0.004, 0.001, 0.0015                # eV


def model_spin_populations(scale):
    norb, nelec = 7, (4, 3)
    one = np.zeros((norb, norb))
    for i, j, value in ((0, 1, hop_pi), (1, 2, hop_pi),
                        (3, 4, hop_cc), (5, 6, hop_ch)):
        one[i, j] = one[j, i] = value
    two = np.zeros((norb,) * 4)
    for p in range(3):
        one[p, p] = -repulsion / 2
        two[p, p, p, p] = repulsion
    for p, x, k in ((0, 3, k_same), (1, 4, k_same), (0, 4, k_next),
                    (1, 3, k_next), (1, 5, k_same), (1, 6, k_hyd)):
        for a, b in ((p, x), (x, p)):
            for c, d in ((p, x), (x, p)):
                two[a, b, c, d] = scale * k
    _, vector = direct_spin1.kernel(one, two, norb, nelec, pspace_size=1300)
    up, down = direct_spin1.make_rdm1s(vector, norb, nelec)
    assert abs(np.trace((up + down)[:3, :3]) - 3) < 1e-4
    return np.diag(up - down)


rho_model = model_spin_populations(0.0)[:3]
spin_ci = model_spin_populations(1.0)
gap_cc, gap_ch = 2 * abs(hop_cc), 2 * abs(hop_ch)
pred_cc = (k_same - k_next) * (rho_model[0] - rho_model[1]) / (2 * gap_cc)
pred_ch = (k_same - k_hyd) * rho_model[1] / (2 * gap_ch)
assert rho_model[1] < 0 < rho_model[0]
# remaining difference is of second order in the small exchange integrals
assert abs(spin_ci[3] / pred_cc - 1) < 0.01
assert abs(spin_ci[4] / -pred_cc - 1) < 0.01
assert abs(spin_ci[5] / pred_ch - 1) < 0.01
assert abs(spin_ci[6] / -pred_ch - 1) < 0.01
print(f"CI model: pi hopping {hop_pi}, repulsion {repulsion} eV")
print(f"CI model: sigma gaps C-C {gap_cc}, C-H {gap_ch} eV")
print(f"CI model: exchange same C {k_same}, next C {k_next}, H {k_hyd} eV")
print(f"CI model: rho(C1), rho(C2) = {rho_model[0]:.4f}, {rho_model[1]:.4f}")
print(f"C-C hybrid spin on C1: CI {spin_ci[3]:.4e}, formula {pred_cc:.4e}")
print(f"C-C hybrid spin on C2: CI {spin_ci[4]:.4e}, formula {-pred_cc:.4e}")
print(f"C-H hybrid spin on C2: CI {spin_ci[5]:.4e}, formula {pred_ch:.4e}")

# ---- Sign of the 1s term from Slater-type carbon orbitals ----
r = np.linspace(1e-5, 25.0, 50001)     # bohr
zeta_core, zeta_valence = 5.7, 1.625   # 1/bohr


def normalized(radial):
    return radial / np.sqrt(trapezoid(radial**2, r))


core = normalized(r * np.exp(-zeta_core * r))
p_val = normalized(r**2 * np.exp(-zeta_valence * r))
s_val = normalized(r**2 * np.exp(-zeta_valence * r))
s_val = normalized(s_val - trapezoid(core * s_val, r) * core)


def exchange_with_p(first, second):
    """(p first|second p) for two s functions, in hartree."""
    source = p_val * first
    inner = cumulative_trapezoid(source * r, r, initial=0)
    outer = cumulative_trapezoid(source / r**2, r, initial=0)
    potential = inner / r**2 + r * (outer[-1] - outer)
    return trapezoid(potential * p_val * second, r) / 3


k_core = exchange_with_p(core, s_val)
k_valence = exchange_with_p(s_val, s_val)
contact_product = core[0] * s_val[0] / r[0]**2 / (4 * np.pi)
assert k_core > 0 and k_valence > 0 and contact_product < 0
print(f"Slater exponents 1s, 2s/2p: {zeta_core}, {zeta_valence} 1/bohr")
print(f"Exchange (p 1s|2s p): {k_core:.4f} hartree")
print(f"Exchange (p 2s|2s p): {k_valence:.4f} hartree")
print(f"Product 1s(0)*2s(0): {contact_product:.2f} bohr^-3")

# ---- Kohn-Sham contact couplings ----
g_c13 = 1.404824    # nuclear g factor of 13C, an input
bohr = const.physical_constants["Bohr radius"][0]
mu_n = const.physical_constants["nuclear magneton"][0]
mu_b = const.physical_constants["Bohr magneton"][0]
g_e = abs(const.physical_constants["electron g factor"][0])
gauss_per_density = 2 * const.mu_0 / 3 * g_c13 * mu_n / bohr**3 * 1e4
mhz_per_gauss = g_e * mu_b / const.h * 1e-4 * 1e-6
print(f"13C nuclear g factor (input): {g_c13}")
print(f"13C coupling per unit spin density: {gauss_per_density:.1f} G bohr^3")


def carbon_couplings(atoms):
    """Total and core couplings (G) and pi spin populations of all atoms."""
    mol = gto.M(atom=atoms, basis="6-31g**", spin=1, unit="Angstrom", verbose=0)
    calc = dft.UKS(mol)
    calc.xc = "b3lyp"
    calc.grids.level = 2
    calc.conv_tol = 1e-9
    calc.kernel()
    assert calc.converged
    n_carbon = sum(symbol == "C" for symbol, _ in atoms)
    values = mol.eval_gto("GTOval", mol.atom_coords()[:n_carbon])
    total, core_part = np.zeros(n_carbon), np.zeros(n_carbon)
    for sign, coeff, count in zip((1, -1), calc.mo_coeff, mol.nelec):
        density = (values @ coeff[:, :count])**2
        total += sign * density.sum(axis=1)
        core_part += sign * density[:, :n_carbon].sum(axis=1)
    dm = calc.make_rdm1()
    gross = np.einsum("ij,ji->i", dm[0] - dm[1], mol.intor("int1e_ovlp"))
    pi_spin = np.zeros(mol.natm)
    for label, population in zip(mol.ao_labels(fmt=None), gross):
        if label[3] in ("z", "xz", "yz"):
            pi_spin[label[0]] += population
    return total * gauss_per_density, core_part * gauss_per_density, pi_spin


def turned(vector, degrees):
    t = np.radians(degrees)
    return np.array([np.cos(t) * vector[0] - np.sin(t) * vector[1],
                     np.sin(t) * vector[0] + np.cos(t) * vector[1], 0.0])


x_axis = np.array([1.0, 0.0, 0.0])
methyl = [("C", np.zeros(3))]
methyl += [("H", 1.08 * turned(x_axis, angle)) for angle in (0, 120, 240)]
beta = np.array([-1.49, 0.0, 0.0])
ethyl = [("C", np.zeros(3)), ("C", beta)]
ethyl += [("H", 1.08 * turned(x_axis, angle)) for angle in (60, -60)]
for angle in np.radians([90, 210, 330]):
    direction = np.array([-1 / 3, np.sqrt(8) / 3 * np.cos(angle),
                          np.sqrt(8) / 3 * np.sin(angle)])
    ethyl.append(("H", beta + 1.09 * direction))
half = np.radians(62.0)
ends = [1.39 * np.array([side * np.sin(half), -np.cos(half), 0.0])
        for side in (-1, 1)]
allyl = [("C", ends[0]), ("C", np.zeros(3)), ("C", ends[1]),
         ("H", np.array([0.0, 1.08, 0.0]))]
for end in ends:
    for angle in (120, -120):
        allyl.append(("H", end + 1.08 * turned(-end / 1.39, angle)))

a_me, core_me, pi_me = carbon_couplings(methyl)
assert core_me[0] < 0 < a_me[0] - core_me[0] and a_me[0] > 0
assert abs(pi_me.sum() - 1) < 1e-5
print("Kohn-Sham level: B3LYP/6-31G**, idealized geometries")
print(f"Methyl 13C: core {core_me[0]:.1f}, valence {a_me[0]-core_me[0]:.1f} G")
print(f"Methyl 13C: total {a_me[0]:.1f} G")

a_et, _, pi_et = carbon_couplings(ethyl)
neighbour_only = Q_NB * pi_et[0]
# an sp3 carbon and semi-empirical constants: only rough agreement is claimed
assert a_et[1] < 0 and abs(a_et[1] - neighbour_only) < 7
print(f"Ethyl radical-centre pi spin population: {pi_et[0]:.3f}")
print(f"Ethyl methyl-carbon coupling: Kohn-Sham {a_et[1]:.1f} G")
print(f"Ethyl methyl-carbon coupling: neighbour term {neighbour_only:.1f} G")

a_al, _, pi_al = carbon_couplings(allyl)
assert abs(pi_al.sum() - 1) < 1e-5
chain = np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]])
kf_al = sum(karplus_fraenkel(chain, pi_al[:3]))
assert a_al[0] > 0 > a_al[1] and kf_al[0] > 0 > kf_al[1]
# semi-empirical constants against an approximate functional and small basis
assert np.max(np.abs(kf_al - a_al)) < 10
print(f"Allyl pi spin: end {pi_al[0]:.3f}, centre {pi_al[1]:.3f}")
print(f"Allyl end carbon: Kohn-Sham {a_al[0]:.1f}, formula {kf_al[0]:.1f} G")
print(f"Allyl centre: Kohn-Sham {a_al[1]:.1f}, formula {kf_al[1]:.1f} G")

# ---- Small couplings and sign changes ----
uniform = coef_chc2 + 2 * Q_NB
bridge_sum = coef_cc3 + 3 * Q_NB
threshold = -2 * Q_NB / coef_chc2
ring = np.roll(np.eye(6), 1, axis=1) + np.roll(np.eye(6), -1, axis=1)
a_ring = sum(karplus_fraenkel(ring, np.full(6, 1 / 6)))
assert np.allclose(a_ring, uniform / 6)
print(f"Coefficient for uniform spin, CHC2 site: {uniform:.1f} G")
print(f"Sum-rule coefficient, CC3 site: {bridge_sum:.1f} G")
print(f"Zero coupling at rho_i / mean neighbour rho: {threshold:.3f}")
print(f"Six-ring with rho = 1/6 everywhere: {a_ring[0]:.2f} G")


def acene_anion(rings):
    """Adjacency matrix and Hueckel spin populations of the radical anion."""
    length = 2 * rings + 1
    adjacency = np.zeros((2 * length, 2 * length))
    bonds = [(i + shift, i + 1 + shift) for shift in (0, length)
             for i in range(length - 1)]
    bonds += [(i, i + length) for i in range(0, length, 2)]
    for i, j in bonds:
        adjacency[i, j] = adjacency[j, i] = 1
    energies, orbitals = np.linalg.eigh(-adjacency)
    assert energies[length + 1] - energies[length] > 1e-3
    return adjacency, orbitals[:, length]**2


names = ("naphthalene", "anthracene", "tetracene", "pentacene")
sites = negative = small = 0
for rings, name in enumerate(names, start=2):
    adjacency, rho = acene_anion(rings)
    own, neighbour = karplus_fraenkel(adjacency, rho)
    a = own + neighbour
    is_bridge = adjacency.sum(axis=1) == 3
    rule = uniform * rho[~is_bridge].sum() + bridge_sum * rho[is_bridge].sum()
    assert abs(a.sum() - rule) < 1e-10 and a.sum() <= uniform + 1e-10
    assert a.min() < 0 < a.max()
    for i in np.where(~is_bridge)[0]:
        mean_neighbour = adjacency[i] @ rho / 2
        if abs(rho[i] - threshold * mean_neighbour) > 1e-10:
            assert (a[i] < 0) == (rho[i] < threshold * mean_neighbour)
    sites += len(a)
    negative += int((a < 0).sum())
    small += int((np.abs(a) < 3).sum())
    print(f"{name} anion: {(a < 0).sum()} of {len(a)} couplings negative")
    if name == "anthracene":
        for label, i in (("C9", 3), ("C1", 1), ("C2", 0), ("C4a", 2)):
            print(f"  {label}: rho {rho[i]:.4f}, neighbour sum "
                  f"{adjacency[i] @ rho:.4f}")
            print(f"  {label}: own {own[i]:.2f}, neighbours {neighbour[i]:.2f},"
                  f" a {a[i]:.2f} G = {a[i] * mhz_per_gauss:.2f} MHz")
        print(f"  sum of all 14 couplings: {a.sum():.2f} G")
        print(f"  C9 and C10 together: {2 * a[3]:.2f} G")
print(f"All four anions: {negative} of {sites} couplings negative")
print(f"All four anions: {small} of {sites} couplings below 3 G in size")
print(f"Conversion: 1 G = {mhz_per_gauss:.4f} MHz at the free-electron g")
print("success")
```

Output:

```
Inputs S_C, Q_CH, Q_CC, Q_NB: -12.7, 19.5, 14.4, -13.9 G
Own-spin coefficient, CHC2 site: 35.6 G
Own-spin coefficient, CC3 site: 30.5 G
CI model: pi hopping -2.5, repulsion 5.0 eV
CI model: sigma gaps C-C 12.0, C-H 14.0 eV
CI model: exchange same C 0.004, next C 0.001, H 0.0015 eV
CI model: rho(C1), rho(C2) = 0.5791, -0.1583
C-C hybrid spin on C1: CI 9.2153e-05, formula 9.2180e-05
C-C hybrid spin on C2: CI -9.2138e-05, formula -9.2180e-05
C-H hybrid spin on C2: CI -1.4129e-05, formula -1.4133e-05
Slater exponents 1s, 2s/2p: 5.7, 1.625 1/bohr
Exchange (p 1s|2s p): 0.0234 hartree
Exchange (p 2s|2s p): 0.1257 hartree
Product 1s(0)*2s(0): -13.32 bohr^-3
13C nuclear g factor (input): 1.404824
13C coupling per unit spin density: 401.1 G bohr^3
Kohn-Sham level: B3LYP/6-31G**, idealized geometries
Methyl 13C: core -13.6, valence 68.4 G
Methyl 13C: total 54.8 G
Ethyl radical-centre pi spin population: 0.935
Ethyl methyl-carbon coupling: Kohn-Sham -11.3 G
Ethyl methyl-carbon coupling: neighbour term -13.0 G
Allyl pi spin: end 0.588, centre -0.183
Allyl end carbon: Kohn-Sham 35.1, formula 26.5 G
Allyl centre: Kohn-Sham -20.3, formula -22.9 G
Coefficient for uniform spin, CHC2 site: 7.8 G
Sum-rule coefficient, CC3 site: -11.2 G
Zero coupling at rho_i / mean neighbour rho: 0.781
Six-ring with rho = 1/6 everywhere: 1.30 G
naphthalene anion: 6 of 10 couplings negative
anthracene anion: 8 of 14 couplings negative
  C9: rho 0.1934, neighbour sum 0.0166
  C9: own 6.88, neighbours -0.23, a 6.65 G = 18.65 MHz
  C1: rho 0.0967, neighbour sum 0.0566
  C1: own 3.44, neighbours -0.79, a 2.65 G = 7.44 MHz
  C2: rho 0.0483, neighbour sum 0.1450
  C2: own 1.72, neighbours -2.02, a -0.29 G = -0.83 MHz
  C4a: rho 0.0083, neighbour sum 0.2983
  C4a: own 0.25, neighbours -4.15, a -3.89 G = -10.91 MHz
  sum of all 14 couplings: 7.17 G
  C9 and C10 together: 13.31 G
tetracene anion: 10 of 18 couplings negative
pentacene anion: 8 of 22 couplings negative
All four anions: 32 of 64 couplings negative
All four anions: 36 of 64 couplings below 3 G in size
Conversion: 1 G = 2.8025 MHz at the free-electron g
success
```
